Operation counts in CASPT2 and the ninth-power crossover

**1. One inactive and one virtual orbital**

Take one inactive orbital i, one virtual orbital a and seven active orbitals. Moving both electrons of i into a gives one function, E_ai E_ai|0>, and one amplitude. Moving one electron of i into the active space, while the active electrons rearrange, gives the functions E_ti E_uv|0>. The labels t, u, v each take seven values, so there are 7³ = 343 functions.

These functions are not orthogonal. Their overlap matrix has dimension 343, and dense diagonalization costs a number of operations proportional to 343³ = 7⁹. Doubling the active space multiplies this by 2⁹ = 512. The single amplitude of the first kind is unaffected. In a real calculation there are many inactive and virtual orbitals, so the first kind starts far ahead; the question is where the ninth power catches up.

**2. Conventions and the eight classes**

There are n_i inactive (doubly occupied), n_a active and n_v virtual orbitals, labelled i,j; t,u,v; a,b. The reference |0> has N > 0 active electrons. With σ a spin label,

E_pq = Σ_σ a†_pσ a_qσ.

Orbitals are real, and canonical within the inactive and virtual sets. No point-group symmetry is used. The zeroth-order Hamiltonian is taken without Fock elements between the three orbital sets, so the classes decouple. With those elements the amplitude equations are iterative, and that extra work is not counted here. One operation is one real addition, subtraction, multiplication or division.

A double excitation makes 0, 1 or 2 inactive holes and 0, 1 or 2 virtual particles. Of the nine combinations, (0,0) stays inside the active space; eight classes remain. Single excitations are already included, because Σ_u E_uu|0> = N|0> gives, for example, E_ti|0> = (1/N) Σ_u E_ti E_uu|0>.

The nominal amplitude counts are

A: E_ti E_uv, n_i n_a³
B: E_ti E_uj, P(P+1)/2 with P = n_a n_i
C: E_at E_uv, n_v n_a³
D: E_ai E_tu and E_ti E_au, 2 n_i n_v n_a²
E: E_ti E_aj, n_i² n_v n_a
F: E_at E_bu, P(P+1)/2 with P = n_a n_v
G: E_ai E_bt, n_i n_v² n_a
H: E_ai E_bj, P(P+1)/2 with P = n_i n_v

In B, F and H the two factors are of the same type and commute, so unordered pairs of compound labels are counted.

**3. Why the overlap splits into blocks**

Functions with different inactive holes or virtual particles are orthogonal. In class A the same n_a³ × n_a³ matrix therefore serves every i; in class C one such matrix serves every a. Class D has one matrix of dimension 2n_a² for all pairs (a,i).

In class B, exchanging i and j separates symmetric from antisymmetric combinations, with active dimensions n_a(n_a±1)/2. Their total number is

(n_a n_i/4)[(n_a+1)(n_i+1) + (n_a−1)(n_i−1)] = (n_a n_i/4)(2n_a n_i + 2) = P(P+1)/2,

as listed. Class F works the same way with n_v. Classes E and G need only a one-body active matrix of dimension n_a: their exchange-symmetric and antisymmetric combinations carry different constant factors but the same matrix. The overlap of class H contains only Kronecker deltas, whatever the active state.

**4. Nominal count and true rank**

The counts above are upper bounds. Let R_στ = Σ_u a†_uσ a_uτ, summed over active orbitals. If the active state is a singlet, the spin operators R_αβ, R_βα and R_αα − R_ββ annihilate it, so R_στ|0> = (N/2)δ_στ|0>. In class A, moving a_iσ past two active operators costs no sign, and exchanging two creation operators costs one:

Σ_u E_ui E_tu|0> = Σ_uστ a†_uσ a_iσ a†_tτ a_uτ|0>
= −Σ_στ a†_tτ R_στ a_iσ|0>
= −Σ_στ a†_tτ a_iσ R_στ|0> = −(N/2) E_ti|0>.

But E_ti|0> is also (1/N) Σ_u E_ti E_uu|0>. Each t therefore gives one linear relation, and n_a functions are lost for each i.

In class D the same moves give Σ_t E_ti E_at|0> = −(N/2) E_ai|0>, one relation for each pair (a,i). In class C, a_uσ a†_uτ = δ_στ − a†_uτ a_uσ and R_τσ a_tτ = a_tτ R_τσ − a_tσ, so

Σ_u E_au E_ut|0> = n_a E_at|0> − Σ_στ a†_aσ R_τσ a_tτ|0>
= (n_a − N/2 + 2) E_at|0>.

The +2 comes from the sum over the two values of τ. Again n_a functions are lost for each a.

For six electrons in seven active orbitals, explicit determinant vectors give rank 336 = 343 − 7 in A and C for a random singlet, and 343 for a random triplet.

A small active space limits the rank further. With four electrons in five orbitals, class A leads to five active electrons. The number of doublets is the number of determinants with spin projection 1/2 minus that with 3/2:

C(5,3)C(5,2) − C(5,4)C(5,1) = 100 − 25 = 75,

where C(n,k) is a binomial coefficient. For two inactive orbitals the computed rank is 150, against the nominal 250. These losses do not shrink the matrix considered here, since its null vectors are found by diagonalizing it.

**5. Cost of one diagonalization**

Let A be a real symmetric matrix of dimension d. Householder's method removes one column at a time with H = 1 − βww^T, β = 2/(w^T w). Put p = βAw and q = p − ½β(p^T w)w. Then

HAH = A − wp^T − pw^T + β(p^T w)ww^T = A − wq^T − qw^T.

For a remaining column of length m, the operations are:

norm of the column: 2m−1
first element of w: 1
β: 2m
p: 2m²
the coefficient ½β(p^T w): 2m+1
q: 2m
updating one triangle: 4·m(m+1)/2 = 2m²+2m

The sum is 4m² + 10m + 1; square roots are not counted. Applying the reflection to d eigenvectors later costs 4m for each, hence 4md. With m running from 2 to d−1,

C(d) = Σ_m (4m² + 10m + 1 + 4md)
= 4[d(d−1)(2d−1)/6 − 1] + (10+4d)[d(d−1)/2 − 1] + (d−2)
= (10/3)d³ + d² − (22/3)d − 16.

At d = 64 this gives 877424, the number counted while a working eigensolver ran. The tridiagonal eigenproblem in between is left out. It is assumed to be solved by a method of quadratic cost, which adds τd² with τ depending on the method.

For d = n_a³,

C = (10/3)n_a⁹ + (1+τ)n_a⁶ + …

With τ = 0 the local power is d ln C/d ln n_a ≈ 9 − 0.9/n_a³. The measured cost polynomial gives 8.9995 between n_a = 12 and 13.

**6. Cost of the MP2-like class**

In class H the inactive orbitals are full and the virtual ones empty. Write g = (ia|jb), g' = (ib|ja), and Δ = ε_a + ε_b − ε_i − ε_j > 0. Opposite spins contribute −Σ g²/Δ. The two same-spin cases together contribute −½Σ(g−g')²/Δ, which becomes −Σ(g²−gg')/Δ after exchanging the names a and b in the g'² term. Hence

E_H = −Σ_ijab g(2g − g')/Δ.

Suppose each integral is a scalar product of two fitted vectors of length n_x. It costs n_x multiplications and n_x−1 additions. The energy term costs six more operations: doubling g, subtracting g', multiplying by g, adding two orbital-energy gaps, dividing, and accumulating. For all unordered pairs,

W_H = (2n_x+5)P(P+1)/2, P = n_i n_v.

If the integrals are already stored, the work is 6P(P+1)/2 = 3P(P+1).

**7. The crossover and its first correction**

Classes A and C each need one large diagonalization. At leading order,

2(10/3)n_a⁹ = W_H, so n₀ = (3W_H/20)^(1/9).

Only the diagonalizations of A and C and the application of their eigenvectors are set against W_H. The work of the other classes and the assembly of the A and C integrals (of order n_x(n_i+n_v)n_a³, about 0.06 × 10¹⁰ operations in the example of section 8) are not counted. Within this count the next terms are of order n_a⁶. The eigensolver supplies 2(1+τ)n_a⁶. Applying the eigenvectors costs 2d² per external index, hence 2(n_i+n_v)n_a⁶ for A and C together. With K = 1 + τ + n_i + n_v,

(20/3)n_a⁹ + 2K n_a⁶ = W_H
n_a⁹[1 + 3K/(10n_a³)] = n₀⁹
n_a* ≈ n₀[1 − K/(30n₀³)].

The last line uses (1+x)^(−1/9) ≈ 1 − x/9 and needs 3K/(10n₀³) ≪ 1. The external indices supply the larger part of the correction when n_i + n_v > 1 + τ; the value of τ is not determined here.

**8. Numbers for a model calculation**

Choose n_i = 20, n_v = 300 and n_x = 1000. Then P = 6000 and

W_H = 2005 × 6000 × 6001/2 = 3.61 × 10¹⁰ operations,
n₀ = (0.15 × 3.61 × 10¹⁰)^(1/9) = 12.06.

With τ = 0, K = 321, and the correction is

−12.06 × 321/(30 × 12.06³) ≈ −0.07,

so n_a* ≈ 11.99. As a direct check at n_a = 12, the two diagonalizations cost 3.440 × 10¹⁰ and applying their eigenvectors 0.191 × 10¹⁰. The sum, 3.63 × 10¹⁰, is just above W_H.

The ninth power makes the change abrupt. The diagonalizations alone amount to 2.5% of W_H at n_a = 8, 95% at 12 and 12.7 times W_H at 16. It also makes the position insensitive. Doubling n_i, n_v and n_x multiplies W_H by about 2⁵ and n₀ by 2^(5/9) ≈ 1.47. Tripling the eigensolver prefactor multiplies n₀ by 0.885.

With stored integrals the class-H work falls to 1.08 × 10⁸ operations and n₀ to 6.3. There 3K/(10n₀³) is about 0.4: the n_a⁶ terms, mostly eigenvector work, amount to about 40% of the n_a⁹ term. The ninth root damps their effect on the position. The first-order formula gives n_a* ≈ 6.06, a shift of about 4%, against 0.6% with assembled integrals. At this size the uncounted classes are not small either: at n_a = 6, applying the class-G eigenvectors costs 2n_a² n_i n_v² = 1.3 × 10⁸ operations, more than the class-H work and more than the two diagonalizations (0.67 × 10⁸). A crossover therefore has a meaning only together with a statement of what is counted.

**9. Amplitudes cross elsewhere**

Setting each amplitude count equal to n_i²n_v²/2 gives, at leading order:

G: n_a = n_i/2 = 10
F: n_a = n_i = 20
D: n_a = √(n_i n_v)/2 = 38.7
C: n_a = (n_i² n_v/2)^(1/3) = 39.1
A: n_a = (n_i n_v²/2)^(1/3) = 96.5
E: n_a = n_v/2 = 150
B: n_a = n_v = 300

At n_a = 12, class A has 3.5 × 10⁴ amplitudes and class H has 1.8 × 10⁷. Class A is expensive because its functions must be orthogonalized, not because it has many amplitudes. Class G already has more amplitudes than H, 2.16 × 10⁷, and its integrals cost more to assemble, 4.3 × 10¹⁰ operations against 3.6 × 10¹⁰. At n_a = 12, just past the crossover with H, diagonalization is thus not yet the largest part. Integral assembly for all eight classes comes to 9.8 × 10¹⁰ operations, nearly three times the A and C diagonalizations. The ninth power closes this gap quickly: the two diagonalizations exceed the class-G assembly at n_a = 13 (7.1 × 10¹⁰ against 4.7 × 10¹⁰) and the assembly of all eight classes at n_a = 14 (1.38 × 10¹¹ against 1.12 × 10¹¹).

**10. What the ninth power leaves out**

The overlap matrices must first be built. For a singlet, one spin component of the vectors a†_tσ E_uv|0> is enough for class A. With 12 electrons in 12 orbitals, each vector has C(12,7)C(12,6) = 731808 components. Forming the n_a³(n_a³+1)/2 distinct scalar products directly costs about 2.2 × 10¹² operations, 127 times the diagonalization of the same matrix. Other constructions have other prefactors, but the length of these vectors grows exponentially with n_a at half filling.

The ninth power is therefore the law for dense overlap diagonalization once the density matrices are available. It is not the law for CASPT2 with a full CAS reference as a whole. The zeroth-order Hamiltonian must also be built and diagonalized in the orthonormal basis. Given its matrix elements, that dense algebra again scales as n_a⁹ and raises the prefactor.

The numerical check checks the ranks, the counted operations of the eigensolver and of class H, the leading crossover n₀ and the amplitude crossovers. The costs of applying eigenvectors and of building the overlap are evaluated from their formulas only, and the corrected crossover n_a* is not tested there.

Values computed for the example and the checks

```
Rank test, singlet, 4 electrons, n_in=2 n_act=5 n_virt=2 (functions):
  nominal {'A': 250, 'B': 55, 'C': 250, 'D': 200, 'E': 40, 'F': 55, 'G': 40, 'H': 10}
  rank    {'A': 150, 'B': 55, 'C': 80, 'D': 196, 'E': 40, 'F': 55, 'G': 40, 'H': 10}
Rank test, 6 electrons, n_in=1 n_act=7 n_virt=1 (functions):
  class A: nominal 343, singlet 336, triplet 343
  class C: nominal 343, singlet 336, triplet 343
Class D rank, triplet, n_act=5: 200 functions
Counted eigensolver operations: {8: 1696, 16: 13776, 24: 46464, 32: 110000}
  at dimension 64: 877424 operations
  leading coefficient of dimension^3: 3.333333
  local power of n_act between 12 and 13: 8.9995
Example: n_in=20 n_act=12 n_virt=300 n_fit=1000
class | amplitudes | diagonalize | apply vectors | integrals (last three: operations)
  A |     34560 | 1.720e+10 | 1.194e+08 | 3.742e+07
  B |     28920 | 2.540e+06 | 4.211e+06 | 5.781e+07
  C |    518400 | 1.720e+10 | 1.792e+09 | 5.613e+08
  D |   1728000 | 7.963e+07 | 9.953e+08 | 2.663e+09
  E |   1440000 | 5.760e+03 | 3.456e+07 | 2.879e+09
  F |   6481800 | 2.540e+06 | 9.401e+08 | 1.296e+10
  G |  21600000 | 5.760e+03 | 5.184e+08 | 4.318e+10
  H |  18003000 | 0.000e+00 | 0.000e+00 | 3.599e+10
MP2-like work with integral assembly: 3.6096e+10 operations
MP2-like work with stored integrals: 1.0802e+08 operations
Crossover with assembly: n_act = 12.064
  from measured cost: 12.064
Crossover with stored integrals: n_act = 6.325
  from measured cost: 6.324
  n_act=8: A+C diagonalization 8.948e+08 operations, ratio to MP2-like work 0.0248
  n_act=12: A+C diagonalization 3.440e+10 operations, ratio to MP2-like work 0.9530
  n_act=16: A+C diagonalization 4.581e+11 operations, ratio to MP2-like work 12.6920
Crossover factor when n_in, n_virt, n_fit double: 1.4695
Crossover factor when eigensolver cost triples: 0.8851
Amplitude crossovers with class H (n_act, leading estimate):
   {'A': 96.55, 'B': 300.0, 'C': 39.15, 'D': 38.73, 'E': 150.0, 'F': 20.0, 'G': 10.0}
   first larger integer n_act: {'A': 97, 'B': 301, 'C': 40, 'D': 39, 'E': 151, 'F': 21, 'G': 11}
Determinants in class-A vectors, CAS(12,12): 731808
Direct build of one class-A overlap: 2.186e+12 operations
  ratio to its diagonalization: 127.1
```
